# Mean free path over backscattering length from saturation current temperature coefficient

## Definitions and conventions

An electron enters a transistor channel by crossing the top of the potential barrier next to the source. Put this point at $x=0$, with the drain towards positive $x$. The potential energy $U(x)$ falls beyond the top, and where the fall is linear the force is $F=-U'>0$. Atomic units are used in the algebra, so the electron charge has magnitude one; Boltzmann's constant $k$ is kept. Currents are magnitudes.

Let $J_+$ and $J_-$ be the positive one-way fluxes per unit width towards drain and source. The reflection coefficient is $r=J_-(0)/J_+(0)$. The mean free path for backscattering, $\lambda$, is defined by a probability $dx/\lambda$ that scattering turns a forward carrier back within $dx$. The backscattering length $\ell$ is the length of the region near the barrier top from which carriers can still return. The ratio sought is

$$R=\lambda/\ell. \tag{1}$$

The measured quantities, at fixed gate and drain voltages, are

$$\alpha=\frac{1}{I}\frac{dI}{dT},\qquad \eta=\frac{dV_T}{dT},\qquad V=V_G-V_T(T). \tag{2}$$

Linear threshold drift means $V_T(T)=V_T(T_0)+\eta(T-T_0)$, with constant $\eta$, negative if the threshold falls on heating. Both $V_T$ and $\eta$ refer to the drain voltage at which $I$ is measured.

The carriers are nondegenerate, in one subband with one fixed mass $m$, and the low-field mobility obeys $\mu\propto T^{-3/2}$. These assumptions do not yet determine the formula: the temperature dependence of $\ell$ is also needed. The main result takes a linear potential drop with a temperature-independent force. Gate capacitance is constant, and series resistance and injection from the drain are neglected.

## Thermal velocity and flux balance

In the flux model each one-way population keeps the shape of half a Maxwell distribution. Its mean velocity along the channel is

$$v=\frac{\int_0^\infty u\,e^{-mu^2/2kT}du}{\int_0^\infty e^{-mu^2/2kT}du}
=\frac{kT/m}{\sqrt{\pi kT/2m}}=\sqrt{\frac{2kT}{\pi m}}. \tag{3}$$

Thus $v\propto T^{1/2}$, and the density per unit area is $n=(J_++J_-)/v$.

Let $b\,dx$ be the probability that a backward carrier is turned forward within $dx$, by scattering or by the field. The forward flux loses $J_+dx/\lambda$ and gains $bJ_-dx$. The backward flux has the opposite gains and losses but travels towards smaller $x$, so its derivative has the same form:

$$\frac{dJ_+}{dx}=\frac{dJ_-}{dx}=-\frac{J_+}{\lambda}+bJ_- . \tag{4}$$

The net flux $J=J_+-J_-$ is therefore constant. In equilibrium $J_+=J_-\propto e^{-U/kT}$, whose logarithmic derivative is $-U'/kT$. Equation (4) must allow this state, which requires

$$b=\frac1\lambda-\frac{U'}{kT}. \tag{5}$$

On a downhill slope $b>1/\lambda$, because the field also turns backward carriers round. Using this $b$ away from equilibrium, with $\lambda$ unchanged by the field, is the central approximation of the model.

Insert (5) and $J_+=J+J_-$ into (4). The two terms $J_-/\lambda$ cancel:

$$\frac{dJ_-}{dx}=-\frac J\lambda-\frac{U'}{kT}J_- . \tag{6}$$

Multiplication by $e^{U/kT}$ combines the terms containing $J_-$ into one derivative:

$$\frac{d}{dx}\left(J_-e^{U/kT}\right)=-\frac J\lambda e^{U/kT}. \tag{7}$$

No carriers enter from the far end $x=L$, so $J_-(L)=0$. Integration from $0$ to $L$ and division by $e^{U(0)/kT}$ give

$$J_-(0)=\frac{J\ell}{\lambda},\qquad
\ell=\int_0^L e^{[U(x)-U(0)]/kT}dx. \tag{8}$$

Since $J_+(0)=J+J_-(0)$,

$$r=\frac{J\ell/\lambda}{J+J\ell/\lambda}=\frac{\ell}{\lambda+\ell}=\frac1{1+R}. \tag{9}$$

For a linear drop, $U(x)-U(0)=-Fx$, and

$$\ell=\frac{kT}{F}\left(1-e^{-FL/kT}\right)\simeq\frac{kT}{F}
\quad (FL\gg kT). \tag{10}$$

The length $\ell$ is thus the distance over which the potential energy falls by $kT$. Scattering deeper in the channel contributes to (8) with an exponentially small weight.

## Mean free path and mobility

In a field-free region $U'=0$, and (6) gives $dJ_-/dx=-J/\lambda$. The density is $n=(J+2J_-)/v$, so

$$\frac{dn}{dx}=\frac2v\frac{dJ_-}{dx}=-\frac{2J}{\lambda v}
\quad\Longrightarrow\quad J=-\frac{\lambda v}{2}\frac{dn}{dx}. \tag{11}$$

The diffusion coefficient is therefore $D=\lambda v/2$. To relate it to mobility, consider equilibrium under a force $F$. Then $n\propto e^{-U/kT}$ and $dn/dx=Fn/kT$. Drift and diffusion must cancel, $\mu Fn-DFn/kT=0$, hence $D=\mu kT$ and

$$\lambda=\frac{2\mu kT}{v}\propto T^{-3/2+1-1/2}=T^{-1}. \tag{12}$$

Because $\ell\propto T$, the ratio obeys

$$R\propto T^{-2},\qquad T\frac{dR}{dT}=-2R. \tag{13}$$

One power comes from the shorter mean free path and the other from the longer critical layer.

## Current and its temperature coefficient

The gate fixes the charge per unit area at the barrier top, $n=CV$, where $C$ is the capacitance per unit area. For channel width $W$,

$$I=WJ=WCV\,v\,\frac{J_+-J_-}{J_++J_-}
=WCV\,v\,\frac{1-r}{1+r}. \tag{14}$$

Equation (9) gives $1-r=R/(1+R)$ and $1+r=(R+2)/(1+R)$. Thus

$$I=WCV\,v\,B,\qquad B=\frac{R}{R+2}. \tag{15}$$

The 2 in the denominator arises because reflected carriers both reduce the net flux and occupy part of the fixed charge.

Take the logarithm of (15) and apply $T\,d/dT$. Since $V_G$ is fixed, $dV/dT=-\eta$. The velocity contributes $1/2$, and (13) gives

$$T\frac{d\ln B}{dT}=\left(\frac1R-\frac1{R+2}\right)T\frac{dR}{dT}
=\frac{2}{R(R+2)}(-2R)=-\frac4{R+2}. \tag{16}$$

The sum is

$$\alpha T=\frac12-\frac4{R+2}-\frac{\eta T}{V}. \tag{17}$$

Define $A=(\alpha+\eta/V)T$, the temperature coefficient with the threshold contribution removed. Then $4/(R+2)=1/2-A$, and

$$\boxed{\frac\lambda\ell=R=\frac{4}{\frac12-\left(\alpha+\frac{\eta}{V}\right)T}-2.} \tag{18}$$

The relation is local: $\alpha$, $V$ and $R$ all belong to the same temperature.

## Limits and sensitivity

When $R\to0$, equation (17) gives $A\to-3/2$. In this diffusive limit $B\simeq R/2$, and (12) with $\ell=kT/F$ gives $vB\simeq v\lambda/2\ell=\mu F$. At fixed $F$ the current then follows the mobility. In a saturated long channel $F=V/2L$ is not fixed, since it follows the drifting overdrive. There $I\propto\mu V^2$ and $A\to-\tfrac32-\eta T/V$; with $\eta T/V=-0.7$, as in the example below, (18) would return about $1.1$ for a device whose true ratio is near zero. When $R\to\infty$, $A\to1/2$ and the current follows the thermal velocity. A positive finite $R$ therefore requires

$$-\frac32<A<\frac12. \tag{19}$$

A measured $A$ outside this interval shows that at least one input or assumption is wrong. A value inside it does not establish the assumptions.

Differentiation of (18), with $\tfrac12-A=4/(R+2)$, gives

$$\delta R=\frac{4\,\delta A}{(1/2-A)^2}=\frac{(R+2)^2}{4}\,\delta A. \tag{20}$$

The ratio becomes hard to determine near the ballistic limit. The velocity factor is less sensitive, because $B=1-2/(R+2)=1-\tfrac12(\tfrac12-A)$ and hence $\delta B=\delta A/2$.

## Other barriers and mobility laws

Suppose $\mu\propto T^{-\gamma}$ and $\ell\propto T^p$. Equation (12) gives $\lambda\propto T^{1/2-\gamma}$, so $R\propto T^{-s}$ with $s=\gamma-\tfrac12+p$. The factor $-2R$ in (16) becomes $-sR$, and

$$R=\frac{2s}{\frac12-A}-2. \tag{21}$$

For a parabolic top, $U(x)-U(0)=-\kappa x^2/2$ with fixed $\kappa$, equation (8) gives

$$\ell=\int_0^\infty e^{-\kappa x^2/2kT}dx=\sqrt{\frac{\pi kT}{2\kappa}}. \tag{22}$$

Here $p=1/2$. With $\gamma=3/2$ this makes $s=3/2$, and the numerator is 3 instead of 4. If (18) is nevertheless used, comparison with (21) shows that it returns an apparent ratio $R_a$ given by

$$R_a+2=\frac2s(R+2). \tag{23}$$

The temperature coefficient at a single bias cannot distinguish a change of $R$ from a change of $s$.

## A silicon example

Take a silicon n-channel transistor at $300$ K with $m=0.19$ electron masses, $\mu=300$ cm²/Vs and a barrier field of $0.050$ MV/cm. The oxide is $3.0$ nm thick with relative permittivity 3.9, giving $C=1.151$ μF/cm². The overdrive is $0.30$ V and $\eta=-0.70$ mV/K. These are rough model inputs, not measurements on one device.

The thermal energy is $0.02585$ eV, and (3) gives $v=1.234\times10^7$ cm/s. With the electron charge restored, (12) and (10) give

$$\lambda=\frac{2(300)(0.02585)}{1.234\times10^7}\ \text{cm}=12.57\ \text{nm},
\qquad
\ell=\frac{0.02585}{5.0\times10^4}\ \text{cm}=5.17\ \text{nm}.$$

Hence $R=2.431$, $r=1/3.431=0.292$ and $B=2.431/4.431=0.549$. The current per width, $CVvB$, is $234$ μA/μm.

Evaluating the current (15) at 299.5 and 300.5 K and taking the difference of its logarithms gives $\alpha=0.991\times10^{-3}$ K⁻¹, so $\alpha T=0.297$. The threshold term is $\eta T/V=-0.700$. Equation (18) then returns

$$R=\frac{4}{0.5-(0.2972-0.7000)}-2=\frac4{0.9028}-2=2.431.$$

The current rises on heating although backscattering increases. In (17) velocity and backscattering together contribute $0.500-0.903=-0.403$, while the falling threshold contributes $+0.700$. At the same $R$ and $\eta$, the two would cancel at an overdrive of $0.210/0.403=0.52$ V.

An error of $+0.1$ mV/K in $\eta$ changes $A$ by $0.1$ and raises the inferred ratio to $2.98$. The finite temperature interval matters much less here: replacing $\alpha$ by $[I(325\,\text{K})-I(275\,\text{K})]/[50\,\text{K}\;I(300\,\text{K})]$ gives $2.44$.

## Departures from the assumptions

The table shows what (18) returns when the current is computed with one assumption changed and the other inputs are held fixed, except as stated below.

| Change in the device | Actual $R$ | From (18) |
|---|---:|---:|
| Parabolic top, same $\ell$ at 300 K | 2.43 | 3.91 |
| Mobility $\propto T^{-1.2}$ | 2.43 | 3.21 |
| Source resistance 100 Ω μm | 2.43 | 2.58 |
| Higher valleys included | 2.43 | 2.06 |
| Fermi statistics, $2.16\times10^{12}$ cm⁻² | 2.70 | 2.28 |
| Fermi statistics, $1.0\times10^{13}$ cm⁻² | 3.69 | 2.17 |

The first two rows follow from (23). For the third, the source resistance $R_s$ reduces the effective overdrive. With $G=I/V$ taken from (15), the current becomes $GV/(1+GR_s)$.

The valley row adds four valleys $0.10$ eV above the lower two. Two of the four have transport mass $0.19$ and two have $0.92$, in electron masses, each with the other of these values as its mass across the current. The density of states of a valley is proportional to the square root of the product of its two masses. All valleys have the same reflection coefficient. Heating moves electrons into valleys with a lower average velocity. The velocity then rises more slowly than $T^{1/2}$, and (18) misreads this as stronger backscattering. The splitting is an assumed input that depends on the confining field: at this density it is about $0.05$ eV for a channel doping of $10^{17}$ cm⁻³ and $0.12$ eV for $3\times10^{18}$ cm⁻³. Fixed splittings of $0.05$ and $0.15$ eV change the row to $1.84$ and $2.33$.

For Fermi statistics, let $N=2mkT/\pi$ be the thermal density of states of the two lower valleys, including spin. Let $\mathcal F_j$ be the normalized Fermi integrals, with $n/N=\mathcal F_0(z)$ fixing the reduced Fermi energy $z$. An energy-independent mean free path then equals (12) multiplied by $\mathcal F_0/\mathcal F_{-1/2}$, which raises $R$ as long as $\ell$ is kept at $kT/F$. The injection velocity is (3) multiplied by $\mathcal F_{1/2}/\mathcal F_0$, evaluated at the forward filling $2n/[N(1+r)]$. The mobility law and $\ell=kT/F$ are retained, so these rows are estimates. The example has $n/N=0.53$. At the higher density, obtained by raising $C$ at the same overdrive, $n/N=2.44$ and the inferred ratio is 41% below the tabulated actual one. Keeping $\ell=kT/F$ is not consistent with degeneracy: as $R\to0$ these factors give $vB\to\mu F\,\mathcal F_{1/2}/\mathcal F_{-1/2}$, which is $1.20$ and $2.09$ times the drift velocity at the two densities. Multiplying $\ell$ by $\mathcal F_{1/2}(z)/\mathcal F_{-1/2}(z)$ restores $\mu F$. The actual and inferred ratios then become $2.25$ and $2.01$ at the lower density, and $1.77$ and $1.23$ at the higher. The inferred ratio stays below the actual one, but the actual ratio now falls with degeneracy instead of rising.

Two other neglected effects can be sized. For a parabolic top with the same $\ell$, take $\omega=\sqrt{\kappa/m}$ and the transmission $[1+e^{-2\pi\varepsilon/\omega}]^{-1}$ at energy $\varepsilon$ from the top. Its thermal average exceeds the classical flux by a factor $1.039$ for the same source population. The density at the top rises by more, by $\sqrt{\theta/\sin\theta}=1.082$ with $\theta=\omega/kT$, so at the fixed charge assumed here the velocity falls by about 4%. This reduction weakens on heating. If it simply multiplies the current, with $\kappa$ fixed, it raises $A$ by about $0.085$, and (21) with $s=3/2$ returns $3.07$ instead of $2.43$. Tunnelling can therefore be minor in the current and still matter for the inferred ratio. With $1$ V on the drain, the Boltzmann factor for drain injection is $1.6\times10^{-17}$.

## Kinetic limits of the flux model

The half-Maxwellian closure can be compared with a definite kinetic model. Let electrons move in one dimension down the linear potential. Collisions occur at a constant rate $1/\tau$, and each redraws the velocity from a Maxwell distribution. Then $D=\tau kT/m$, and $\lambda=2D/v$ gives $1/\tau=2kT/(m\lambda v)$.

Near the ballistic limit, reflection requires one collision to leading order. At depth $x=\ell y$ an electron injected with velocity $u_0$ has $u^2=u_0^2+2kTy/m$. The injected flux has the distribution $(mu_0/kT)e^{-mu_0^2/2kT}$. Since $u\,du=u_0\,du_0$, the average time per unit length is

$$\left\langle\frac1u\right\rangle
=\frac m{kT}e^y\int_{\sqrt{2kTy/m}}^\infty e^{-mu^2/2kT}du
=\sqrt{\frac{\pi m}{2kT}}\,e^y\operatorname{erfc}\sqrt y. \tag{24}$$

After the collision, the probability of moving backward with enough energy to climb to the top is $\tfrac12\operatorname{erfc}\sqrt y$. Multiplying by the collision rate and integrating over depth gives

$$r\simeq\frac{\ell}{2\tau}\sqrt{\frac{\pi m}{2kT}}\int_0^\infty e^y\operatorname{erfc}^2\!\sqrt y\,dy
=\frac{\pi}{2R}\int_0^\infty e^y\operatorname{erfc}^2\!\sqrt y\,dy. \tag{25}$$

Integrate by parts, using $d(\operatorname{erfc}\sqrt y)/dy=-e^{-y}/\sqrt{\pi y}$. The boundary term is $-1$. With $y=q^2$, the remaining term is $(4/\sqrt\pi)\int_0^\infty\operatorname{erfc}q\,dq=4/\pi$. Hence

$$r\simeq\frac{\pi}{2R}\left(\frac4\pi-1\right)=\frac{2-\pi/2}{R}\simeq\frac{0.429}{R}. \tag{26}$$

The flux model gives $r\simeq1/R$ in the same limit. It overestimates the small reflection by a factor of $2.3$ for this collision law. In the flux model the layer $dy$ contributes $e^{-y}dy/R$ to $r$. In (25) this contribution is multiplied by $(\pi/2)(e^y\operatorname{erfc}\sqrt y)^2$, which exceeds one only close to the top. One of the two falling factors $e^y\operatorname{erfc}\sqrt y$ comes from the shorter time that accelerated electrons spend per unit length, the other from a chance of climbing back that falls faster than $e^{-y}$.

Away from this limit the kinetic model was solved by Monte Carlo sampling of trajectories, each stopped on return or after a potential drop of $9kT$. At $R=0.1$, with 60,000 electrons, $1-r=0.093$ with a standard error of $0.001$, which agrees with the flux value $0.091$ to within 10%. At the example's $R=2.43$, with 400,000 electrons, $r=0.193$ instead of $0.292$. The velocity factor, computed with the sampled density at the top, is about $0.65$ instead of $0.549$.

To find what (18) would infer, let $S=d\ln B/d\ln R$. Since $R\propto T^{-2}$, $A=\tfrac12-2S$ and the inferred ratio is $2/S-2$. The slope between $R/1.5$ and $1.5R$, from four samples of 200,000 electrons at each end, gives $2.8$ with a standard error below $0.05$; this wide interval lowers the value slightly, and the local slope gives about $2.9$. The inferred ratio is thus moderately high. Inserting it in (9) would give $r=1/3.8=0.26$, still well above the kinetic reflection.

## Use for real transistors

The example lies in the regime of a silicon transistor with a few-nanometre oxide and a short channel. Its overdrive is deliberately low; stronger drive generally brings higher density and greater degeneracy. The barrier field depends on device geometry and bias. Among the changes in the table, barrier shape puts the inferred ratio furthest above the actual one, $3.91$ against $2.43$, and degeneracy at $10^{13}$ cm⁻² puts it furthest below, $2.17$ against $3.69$ with $\ell=kT/F$, or $1.23$ against $1.77$ with the degenerate $\ell$. The definition of threshold matters as well, because part of the gate voltage fills the inversion layer and this part changes with temperature. Include it for the two lower valleys, with Fermi filling, the oxide capacitance and the example's $R$, $V$ and $\eta$. Equation (18) then returns about $2.3$ if $V_T$ is found by extrapolating the tangent of $n(V_G)$ to zero, but about $1.7$ if $V_T$ is the gate voltage at which $n=10^{11}$ cm⁻². A barrier field that changes with temperature can matter more than any row of the table. If $F\propto V$, as in a saturated long channel, then $s=2+\eta T/V=1.3$, and (23) gives $4.82$ for the example instead of $2.43$. Equation (18) therefore gives a model-dependent ratio. Its use as a quantitative mean free path requires separate evidence for the temperature laws of both $\lambda$ and $\ell$.
